# Lead self-energy from Bloch modes, including singular interlayer hopping

A semi-infinite periodic lead acts on the layer to which it is attached through an energy-dependent matrix, the retarded self-energy \(\Sigma(E)\). Let the lead consist of identical layers \(j=1,2,\dots\), each with \(n\) orthonormal orbitals, Hermitian layer block \(H_0\) and hopping \(V=H_{j,j+1}\), so that \(H_{j+1,j}=V^\dagger\). It is attached to layer 0 through the same \(V\), which may have any rank. The Bloch factors \(\lambda\) and layer vectors \(u\) solve the quadratic eigenproblem

\[
P(\lambda)u\equiv\left[\lambda(E-H_0)-\lambda^2V-V^\dagger\right]u=0 .
\]

Select the modes with \(|\lambda|<1\), including \(\lambda=0\), and those with \(|\lambda|=1\) and positive velocity. If they supply \(n\) independent vectors, collected as the columns of \(\Phi\), with their factors in the diagonal matrix \(\Lambda\), then

\[
\Sigma=V\,\Phi\Lambda\Phi^{-1}.
\]

When eigenvectors are missing, \(\Phi\) and \(\Phi\Lambda\) are replaced by the two halves \(Y_1\) and \(Y_2\) of a basis of the selected invariant space, and \(\Sigma=VY_2Y_1^{-1}\). The energy \(E\) must not lie at a point of zero band slope, on a flat band, or at a bound state of the detached lead. Energies are in hartree, \(\hbar=1\), and \(k\) in \(\lambda=e^{ik}\) is the phase per layer.

The retarded solution is defined by \(z=E+i\eta\) with \(\eta\to0^+\), so take \(\eta>0\) first. Given an amplitude \(\psi_0\) on layer 0, the lead obeys \((z-H_{\rm lead})\psi_{\rm lead}=V^\dagger\psi_0\), with the source on layer 1. Let \(g\) be the layer-1 block of \((z-H_{\rm lead})^{-1}\). Then

\[
\psi_1=F\psi_0,\qquad F=gV^\dagger .
\]

The lead enters the equation of layer 0 through \(V\psi_1=VgV^\dagger\psi_0\), so

\[
\Sigma=VgV^\dagger=VF .
\]

The layers beyond layer \(j\) form the same half-infinite lead, driven by \(\psi_j\). Their square-summable response is unique because \(z\) is not in the spectrum of a Hermitian operator. Hence \(\psi_{j+1}=F\psi_j\) for every \(j\ge0\). Inserting \(\psi_1=F\psi_0\) and \(\psi_2=F^2\psi_0\) into the equation of layer 1, for arbitrary \(\psi_0\), gives

\[
(z-H_0)F-V^\dagger-VF^2=0. \tag{1}
\]

If \(Fx=\lambda x\), equation (1) applied to \(x\) is \(P(\lambda)x=0\), with \(z\) in place of \(E\). The eigenvectors of \(F\) are therefore Bloch modes. It remains to find which of the \(2n\) modes belong to \(F\).

Solving the layer equation for \(\psi_{j+2}\) would need \(V^{-1}\). This is avoided by keeping \(V\) on one side. With \(y_j=(\psi_j;\psi_{j+1})\), the equation of layer \(j+1\) reads

\[
Ay_j=By_{j+1},\qquad
A=\begin{pmatrix}0&1\\-V^\dagger&z-H_0\end{pmatrix},\qquad
B=\begin{pmatrix}1&0\\0&V\end{pmatrix}.
\]

A Bloch solution \(y_{j+1}=\lambda y_j\) satisfies \(Ay=\lambda By\) with \(y=(u;\lambda u)\). Adding \(\lambda\) times the second block column of \(A-\lambda B\) to the first leaves the blocks \(0,1\) in the upper row and \(P(\lambda)\) in the lower left corner, so \(\det(A-\lambda B)=(-1)^n\det P(\lambda)\). The linear problem has \(2n\) eigenvalues, counted with multiplicity, if infinity is admitted. A vector \(u\) with \(V^\dagger u=0\) gives \(\lambda=0\) and \(y=(u;0)\). A vector \(x\) with \(Vx=0\) gives \(\lambda=\infty\) and \(y=(0;x)\). A singular hopping thus produces zero and infinite eigenvalues, and no operation fails.

For \(\eta>0\) no eigenvalue lies on the unit circle. There

\[
P(e^{ik})=e^{ik}\left[z-H(k)\right],\qquad H(k)=H_0+e^{ik}V+e^{-ik}V^\dagger ,
\]

and \(H(k)\) is Hermitian, so \(z-H(k)\) is invertible. In particular \(\det P\) does not vanish identically. To count the eigenvalues inside the circle, use (1):

\[
A\begin{pmatrix}1\\F\end{pmatrix}
=\begin{pmatrix}F\\(z-H_0)F-V^\dagger\end{pmatrix}
=\begin{pmatrix}F\\VF^2\end{pmatrix}
=B\begin{pmatrix}1\\F\end{pmatrix}F .
\]

The \(n\)-dimensional space of vectors \((x;Fx)\) therefore carries the \(n\) eigenvalues of \(F\). Each has \(|\lambda|<1\), because the response \(F^jx=\lambda^jx\) must be square summable. A lead extending to the left gives, by the same reasoning, \(\psi_{j-1}=\tilde F\psi_j\), where all eigenvalues \(\mu\) of \(\tilde F\) have \(|\mu|<1\). Its vectors \((\tilde Fx;x)\) satisfy

\[
A\begin{pmatrix}\tilde F\\1\end{pmatrix}\tilde F=B\begin{pmatrix}\tilde F\\1\end{pmatrix},
\]

so they carry the \(n\) eigenvalues \(1/\mu\) outside the circle, with \(\mu=0\) standing for infinity. Together these are all \(2n\). The space belonging to \(|\lambda|<1\) is thus the space of vectors \((x;Fx)\). Any basis of it, written as \((Y_1;Y_2)\), has \(Y_2=FY_1\) with \(Y_1\) invertible, and

\[
F=Y_2Y_1^{-1},\qquad \Sigma=VY_2Y_1^{-1}. \tag{2}
\]

With a basis of eigenvectors, \(Y_1=\Phi\) and \(Y_2=\Phi\Lambda\).

Now let \(\eta\to0^+\). Modes that are inside the circle at real \(E\) stay there, and the space they span changes continuously. The modes that reach the circle satisfy \(H(k)u=Eu\), so they are the points where bands cross the energy \(E\). The bands \(E_m(k)\) and their orthonormal vectors can be chosen analytic in \(k\), even through crossings. Where the slope \(v_m=dE_m/dk\) is nonzero, \(E_m(k)=E+i\eta\) has the solution

\[
k=k_0+\frac{i\eta}{v_m}+O(\eta^2),\qquad |\lambda|=e^{-{\rm Im}\,k}\simeq1-\frac{\eta}{v_m}.
\]

A mode with \(v_m>0\) comes from inside the circle and belongs to \(F\); a mode with \(v_m<0\) comes from outside and does not. The imaginary part of the energy makes a wave decay along its direction of travel, so the retarded response contains waves that carry probability away from layer 0. Since \(\det[z-H(k)]=\prod_m[z-E_m(k)]\), each band through \((k_0,E)\) contributes one simple root, with its own vector in the limit. The selected space keeps dimension \(n\), and (2) holds at real \(E\) if \(Y_1\) remains invertible.

The velocity follows from the mode itself. For \(u^\dagger u=1\), first-order perturbation theory in \(k\) gives

\[
v=u^\dagger\frac{\partial H}{\partial k}u
=i\,u^\dagger\left(\lambda V-\lambda^{-1}V^\dagger\right)u
=-2\,{\rm Im}\left(\lambda\,u^\dagger Vu\right). \tag{3}
\]

If several bands cross at the same \(k\) and \(E\), an eigenvalue solver may return any mixture of their vectors. Let the columns of \(U\) be an orthonormal basis of the null space of \(P(\lambda)\). Degenerate perturbation theory then requires the matrix

\[
W=U^\dagger\,i\left(\lambda V-\lambda^{-1}V^\dagger\right)U
\]

to be diagonalized. Its eigenvalues are the slopes, and the modes to keep are \(Uc\) for the eigenvectors \(c\) with positive eigenvalue. If two slopes coincide, any basis of their common space will do, because (2) depends only on the space spanned.

The same velocities fix the broadening \(\Gamma=i(\Sigma-\Sigma^\dagger)\). Multiply the equation of layer \(j\) at real \(E\) by \(\psi_j^\dagger\) and take the imaginary part. The term \(\psi_j^\dagger(E-H_0)\psi_j\) is real, so

\[
{\rm Im}\,\psi_j^\dagger V\psi_{j+1}=-{\rm Im}\,\psi_j^\dagger V^\dagger\psi_{j-1}
={\rm Im}\,\psi_{j-1}^\dagger V\psi_j .
\]

The current \(I=-2\,{\rm Im}\,\psi_j^\dagger V\psi_{j+1}\) is therefore the same on every bond. Consider a selected solution with coefficients \(c_m\) on the normalized propagating modes. Far out, the decaying part has vanished. Cross terms between different \(\lambda\) oscillate with \(j\) and must cancel from a constant; those at equal \(\lambda\) vanish because \(W\) is diagonal. Thus \(I=\sum_m v_m|c_m|^2\). On the first bond \(\psi_1=F\psi_0\), and

\[
I=i\,\psi_0^\dagger\left(VF-F^\dagger V^\dagger\right)\psi_0=\psi_0^\dagger\Gamma\psi_0 .
\]

Since \(\psi_0=Y_1c\) with arbitrary \(c\), comparison of the two Hermitian forms gives

\[
Y_1^\dagger\Gamma Y_1=\begin{pmatrix}0&0\\0&{\rm diag}(v_m)\end{pmatrix}, \tag{4}
\]

with the decaying states in the first block. So \(\Gamma\) has no negative eigenvalue, and its rank is the number of open channels. Decaying modes shift levels of the attached system but give no broadening by themselves.

Current conservation also shows what a singular \(Y_1\) means. If \(Y_1c=0\) for some \(c\neq0\), there is a nonzero selected solution with \(\psi_0=0\). Its current vanishes on the first bond, so \(\sum_mv_m|c_m|^2=0\). All \(v_m\) are positive, hence no propagating mode takes part, and the solution decays. It satisfies the equations of the lead with layer 0 removed: it is a bound state at the end of the detached lead.

A dimerized chain shows this. Let each layer have two sites with zero site energy and hopping \(t_1=0.05\), and let site 2 of one layer be joined to site 1 of the next by \(t_2=0.10\). At \(E=0\),

\[
P(\lambda)=\begin{pmatrix}0&-\lambda t_1-t_2\\-\lambda(t_1+\lambda t_2)&0\end{pmatrix}.
\]

The factors inside the circle are \(\lambda=0\) and \(\lambda=-t_1/t_2=-0.5\). In both cases the first column vanishes, so both vectors are \((1,0)\) and \(\Phi\) is singular. The bound state lives on the first site of each layer, with amplitudes \(1,-0.5,0.25,\dots\). The self-energy has a pole at this energy: the divergence is physical, and a different choice of basis does not remove it.

The other two exclusions have different origins. On a flat band \(\det P(\lambda)\) vanishes on the whole unit circle, hence for all \(\lambda\), and the eigenproblem no longer defines discrete factors. At a point of zero slope two or more factors merge on the unit circle; at an ordinary band edge they are an outgoing and an incoming one. The velocity vanishes there, so its sign cannot separate them. In these two cases it is the mode construction that fails, and \(\Sigma\) itself can stay finite: in the examples below, \(h\mu\) tends to \(\pm h\) at a band edge of a ladder channel, and \(\tau^2/(E-e_2)\) is regular at the flat dimer levels.

The role of the zero factors is visible in a ladder that can be solved by hand. It has two legs, rung hopping \(w=0.05\), hopping \(t=-0.02\) along each leg and \(d=-0.08\) along both diagonals between neighbouring rungs. Two rungs form one layer, so \(n=4\). With the orbitals ordered rung by rung,

\[
H_0=\begin{pmatrix}R&T\\T&R\end{pmatrix},\quad
V=\begin{pmatrix}0&0\\T&0\end{pmatrix},\quad
R=\begin{pmatrix}0&w\\w&0\end{pmatrix},\quad
T=\begin{pmatrix}t&d\\d&t\end{pmatrix}.
\]

The hopping \(V\) has rank 2. The even and odd combinations of the legs decouple into two simple chains, with site energies \(\varepsilon=\pm w=\pm0.05\) and hoppings \(h=t\pm d\), that is \(-0.10\) for the even and \(+0.06\) for the odd channel. If \(\mu\) is the factor per rung, then \(E=\varepsilon+h(\mu+\mu^{-1})\), or

\[
\mu^2-2x\mu+1=0,\qquad x=\frac{E-\varepsilon}{2h},\qquad \lambda=\mu^2 .
\]

Within one channel a layer has two components, and the only nonzero element of \(V\) is \(V_{21}=h\). The selected modes are \((1,\mu)\) with \(\lambda=\mu^2\) and \((1,0)\), which \(V^\dagger\) annihilates, with \(\lambda=0\). Therefore

\[
\Phi=\begin{pmatrix}1&1\\\mu&0\end{pmatrix},\quad
\Phi^{-1}=\begin{pmatrix}0&1/\mu\\1&-1/\mu\end{pmatrix},\quad
V\Phi\Lambda=\begin{pmatrix}0&0\\h\mu^2&0\end{pmatrix},
\]

\[
\Sigma=V\Phi\Lambda\Phi^{-1}=\begin{pmatrix}0&0\\0&h\mu\end{pmatrix}.
\]

The self-energy acts only on the rung that touches the lead. The vector with \(\lambda=0\) adds nothing to \(V\Phi\Lambda\), but it determines the first row of \(\Phi^{-1}\). If it is left out and the inverse is replaced by the pseudoinverse of the remaining column, which is \((1,\mu^*)/2\) for \(|\mu|=1\), the second row of \(\Sigma\) becomes \((h\mu^2/2,\;h\mu/2)\). The correct element is halved, and a spurious one couples the contact rung to the rung that does not touch the lead.

For a propagating mode \(u=(1,\mu)/\sqrt2\), so \(\lambda u^\dagger Vu=\mu^2\mu^*h/2=h\mu/2\), and (3) gives \(v=-h\,{\rm Im}\,\mu\). The even channel has \(h<0\) and needs \({\rm Im}\,\mu>0\); the odd channel has \(h>0\) and needs \({\rm Im}\,\mu<0\). At \(E=0.03\) the even channel has \(x=(-0.02)/(-0.20)=0.1\) and the odd one \(x=0.08/0.12=0.6667\). The outgoing choices are

\[
\mu_e=0.1000+0.9950i,\qquad \lambda_e=-0.9800+0.1990i,\qquad v_e=0.0995,
\]

\[
\mu_o=0.6667-0.7454i,\qquad \lambda_o=-0.1111-0.9938i,\qquad v_o=0.0447 .
\]

The channel self-energies \(h\mu\) are \(-0.0100-0.0995i\) and \(0.0400-0.0447i\). Going back to the legs, the diagonal element on the contact rung is half their sum and the off-diagonal element half their difference:

\[
\Sigma_{33}=0.0150-0.0721i,\qquad \Sigma_{34}=-0.0250-0.0274i .
\]

In electronvolts, \(\Sigma_{33}=0.408-1.962i\). The two outgoing factors lie on opposite sides of the real axis. A rule that kept \({\rm Im}\,\lambda>0\) would take the incoming odd wave and replace \(\mu_o\) by its conjugate. The odd eigenvalue of \(\Gamma\), which is \(-2h\,{\rm Im}\,\mu_o=0.0894\), would become \(-0.0894\), and in the odd channel the lead would feed probability into the system instead of draining it.

At \(E=0.12\) the even channel is open, with \(x=-0.35\), \(v=0.0937\) and \(h\mu=0.0350-0.0937i\). The odd channel has \(x=0.17/0.12=1.4167\), outside the band. Its decaying root is \(\mu=x-\sqrt{x^2-1}=0.4132\), so \(\lambda=0.1707\) and \(h\mu=0.0248\). This value is real: the closed channel shifts levels without broadening them, and \(\Gamma\) has rank 1, as (4) requires.

The two bands cross where \(0.05-0.20\,x=-0.05+0.12\,x\), that is at \(x=0.3125\) and \(E=-0.0125\). There \(\lambda=-0.8047+0.5937i\) belongs to both channels, with velocities \(+0.0950\) (even) and \(-0.0570\) (odd); at the conjugate factor the signs are reversed. Equal mixtures of the two vectors, with either relative sign, have the mean velocity \(+0.0190\). Judged by (3) alone, both mixtures at this \(\lambda\) would be kept and both at the conjugate factor rejected. The number of selected modes would be right, but \(\Gamma\) would have the eigenvalue \(2\times(-0.0570)=-0.1140\). Diagonalizing \(W\) first separates the channels and gives \(\Sigma_{33}=-0.0063-0.0760i\).

In the ladder the zero factors have a full set of eigenvectors. This can fail. Take two orbitals per layer with energies \(e_1=0.02\) and \(e_2=-0.03\), no coupling inside the layer, and \(V_{12}=\tau=0.07\) as the only hopping element. The lead is then a row of separate dimers, each shared by two neighbouring layers, and

\[
\det P(\lambda)=\lambda^2\left[(E-e_1)(E-e_2)-\tau^2\right].
\]

Away from the dimer levels there are two zero factors, and the other two are infinite. But \(V^\dagger u=0\) has the single solution \(u=(0,1)\), so \(\Phi\) cannot be completed with eigenvectors. The response itself is simple. Orbital 2 of layer 1 has lost its partner and stands alone at the surface, so \(g_{22}=1/(E-e_2)\). At \(E=0.05\),

\[
F_{21}=\frac{\tau}{E-e_2}=\frac{0.07}{0.08}=0.875,\qquad
\Sigma_{11}=\frac{\tau^2}{E-e_2}=0.0613,
\]

and all other elements of \(F\) vanish. Hence \(F^2=0\) while \(F\neq0\): an amplitude on layer 0 reaches layer 1 and goes no further. Every selected factor is zero, yet the self-energy is not.

Formula (2) covers this case, since it needs a basis of the selected space and not eigenvectors. Such a basis is supplied by the ordered generalized Schur decomposition. It finds unitary \(Q\) and \(Z\) for which \(Q^\dagger AZ\) and \(Q^\dagger BZ\) are both upper triangular, with diagonal elements \(\alpha_i\) and \(\beta_i\) and \(\lambda_i=\alpha_i/\beta_i\), ordered so that \(|\alpha_i|<|\beta_i|\) comes first. In floating-point arithmetic rounding places the factors on the unit circle on either side of it, so the test must be \(|\alpha_i|<(1-\delta)|\beta_i|\) with a small tolerance such as \(\delta=10^{-8}\), and factors within \(\delta\) of the circle are treated as propagating. Let \(Z_1\) and \(Q_1\) hold the corresponding first columns, and \(A_{11}\) and \(B_{11}\) the leading triangular blocks. Then \(AZ_1=Q_1A_{11}\) and \(BZ_1=Q_1B_{11}\). The block \(B_{11}\) is invertible because its \(\beta_i\) are nonzero, so

\[
AZ_1=BZ_1\,B_{11}^{-1}A_{11},
\]

and \(Z_1\) spans the decaying space, Jordan chains included. Appending the columns \((u;\lambda u)\) of the outgoing modes, sorted by \(W\), completes \(Y\). At no point is \(V\) inverted. For a lead on the left the same procedure applies with \(V\) and \(V^\dagger\) exchanged, which also makes positive velocity mean motion away from the junction.

Numbers in the example were calculated in double precision.
